# The Born cavity model of the transport gap in a dielectric: a numerical check

```python
"""
Born cavity model of the transport gap, IP - EA, in a dielectric.
Result under test: two ions of charge +e and -e, far apart, in empty
spherical cavities of radii R_plus and R_minus lower the gap by
    (1 - 1/eps) * K * (1/R_plus + 1/R_minus) / 2,
which is (1 - 1/eps) * K / R for equal radii R.
K = e^2/(4 pi epsilon0), in eV nm; eps = relative permittivity.
Lengths are in nm and energies in eV unless a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
assert np.isclose(K, hartree_ev * bohr_nm, rtol=1e-7)


def born_energy(eps, radius, outer=np.inf):
    """Stabilization of one ion; the dielectric fills radius < r < outer."""
    return 0.5 * K * (1 - 1 / eps) * (1 / radius - 1 / outer)


def radial_solution(eps, radius, outer=np.inf, charge_at=0.7):
    """Solve Poisson's equation for a unit charge smeared in the cavity.

    The coordinate x = 1/r brings infinity to x = 0, where phi = 0.
    charge_at is the mean radius of the charge divided by the cavity radius.
    Returns x, phi (in volts) and the electrostatic energy (in eV).
    """
    x = np.unique(np.concatenate([
        np.linspace(0, 1 / outer, 150),
        np.linspace(1 / outer, 1 / radius, 150),
        np.linspace(1 / radius, 4 / radius, 400)]))
    r_mid = 2 / (x[1:] + x[:-1])
    eps_mid = np.where((r_mid > radius) & (r_mid < outer), eps, 1.0)
    link = eps_mid / np.diff(x)
    r_node = 1 / x[1:]
    charge = np.exp(-((r_node / radius - charge_at) / 0.05) ** 2)
    charge[r_node >= radius] = 0
    charge /= charge.sum()
    diagonal = link.copy()
    diagonal[:-1] += link[1:]
    matrix = (np.diag(diagonal) - np.diag(link[1:], 1)
              - np.diag(link[1:], -1))
    phi = K * np.linalg.solve(matrix, charge)
    return x[1:], phi, 0.5 * charge @ phi


def solved_stabilization(eps, radius, outer=np.inf, charge_at=0.7):
    vacuum = radial_solution(1.0, radius, outer, charge_at)[2]
    medium = radial_solution(eps, radius, outer, charge_at)[2]
    return vacuum - medium


# Rough typical parameters in the regime of a solid C60 film.
ip_gas, ea_gas = 7.6, 2.7
eps_fast, eps_static = 4.0, 4.4
spacing = 1.0
R = spacing / 2
R_large = 1.1 * R
band_width = 0.5
temperature = 300.0

# Ion energies from the solved potential, against the Born expression.
for eps in (1.0, 2.0, 4.0, 20.0):
    for radius in (R, R_large):
        for charge_at in (0.5, 0.75):
            found = solved_stabilization(eps, radius, charge_at=charge_at)
            assert np.isclose(found, born_energy(eps, radius), atol=1e-7)
for outer in (2 * R, 5 * R):
    found = solved_stabilization(eps_fast, R, outer)
    assert np.isclose(found, born_energy(eps_fast, R, outer), atol=1e-7)

# Potential outside the cavity, used for the attraction of a distant pair.
x, phi, _ = radial_solution(eps_fast, R)
outside = x < 1 / R
assert np.allclose(phi[outside], K * x[outside] / eps_fast, atol=1e-7)

# Gap from total energies; the neutral molecule is the zero of energy.
def gap_from_ions(eps, r_plus, r_minus):
    cation = ip_gas - solved_stabilization(eps, r_plus)
    anion = -ea_gas - solved_stabilization(eps, r_minus)
    return cation + anion


gap_gas = ip_gas - ea_gas
shift = K * (1 - 1 / eps_fast) / R
gap_medium = gap_gas - shift
gap_solved = gap_from_ions(eps_fast, R, R)
assert np.isclose(gap_solved, gap_medium, atol=1e-7)
shift_unequal = 0.5 * K * (1 - 1 / eps_fast) * (1 / R + 1 / R_large)
assert np.isclose(gap_gas - gap_from_ions(eps_fast, R, R_large),
                  shift_unequal, atol=1e-7)

# A charge at the centre of fcc clusters of polarizable points.
# Lengths in this part are in units of the nearest-neighbour distance.
site_density = np.sqrt(2)


def cluster_stabilization(cutoff, eps_values):
    """Return equal-volume cluster radius and energies in K/spacing."""
    axis = np.arange(-9, 10)
    grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    grid = grid[grid.sum(axis=1) % 2 == 0] / np.sqrt(2)
    distance = np.linalg.norm(grid, axis=1)
    sites = grid[(distance > 0.1) & (distance < cutoff)]
    number = len(sites)
    field = sites / np.linalg.norm(sites, axis=1)[:, None] ** 3
    sep = sites[:, None, :] - sites[None, :, :]
    dist = np.sqrt((sep ** 2).sum(axis=2))
    np.fill_diagonal(dist, np.inf)
    tensor = 3 * sep[:, :, :, None] * sep[:, :, None, :]
    tensor /= dist[:, :, None, None] ** 5
    for k in range(3):
        tensor[:, :, k, k] -= dist ** -3
    tensor = tensor.transpose(0, 2, 1, 3).reshape(3 * number, 3 * number)
    energies = []
    for eps in eps_values:
        alpha = 3 * (eps - 1) / (eps + 2) / (4 * np.pi * site_density)
        matrix = -tensor
        matrix[np.diag_indices(3 * number)] += 1 / alpha
        dipoles = solve(matrix, field.ravel(), assume_a="pos")
        energies.append(0.5 * dipoles @ field.ravel())
    volume = (number + 1) / site_density
    return (3 * volume / (4 * np.pi)) ** (1 / 3), energies, number


eps_tests = (2.0, eps_fast)
clusters = [cluster_stabilization(c, eps_tests)
            for c in (3.05, 3.55, 4.05, 4.55, 5.05, 5.55)]
inverse_radius = np.array([1 / c[0] for c in clusters])
slopes = []
for i, eps in enumerate(eps_tests):
    energy = np.array([c[1][i] for c in clusters])
    slope = -np.polyfit(inverse_radius, energy, 1)[0]
    slopes.append(slope)
    # Small clusters have rough surfaces, so the slope carries some noise.
    assert np.isclose(slope, 0.5 * (1 - 1 / eps), rtol=0.15)
# Add the part of the medium beyond each cluster (last energy: eps_fast).
bulk = (energy + 0.5 * (1 - 1 / eps_fast) * inverse_radius) * K / spacing
lattice_shift = 2 * bulk.mean()
lattice_spread = 2 * (bulk.max() - bulk.min())
lattice_radius = K * (1 - 1 / eps_fast) / lattice_shift

# Vacuum surface at a given depth: leading image term for one ion.
depth = spacing / 2
image = K * (eps_fast - 1) / (4 * eps_fast * (eps_fast + 1) * depth)


def surface_potential_integrand(s):
    """Potential at the ion from one ring of bound surface charge."""
    ring_distance = np.hypot(s, depth)
    normal_field = depth / (eps_fast * ring_distance ** 3)
    sigma = normal_field * (eps_fast - 1) / (2 * np.pi * (eps_fast + 1))
    return 2 * np.pi * s * sigma / ring_distance


image_solved = 0.5 * K * quad(surface_potential_integrand, 0, np.inf)[0]
assert np.isclose(image, image_solved, rtol=1e-6)

# Sizes of the remaining neglected effects.
R_volume = spacing * (3 / (4 * np.pi * site_density)) ** (1 / 3)
shift_volume = K * (1 - 1 / eps_fast) / R_volume
shift_static = K * (1 - 1 / eps_static) / R
thermal = const.k * temperature / const.e
pair_neighbour = K / (eps_fast * spacing)
pair_thermal_distance = K / (eps_fast * thermal)
P = born_energy(eps_fast, R)


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Coefficient e^2/(4 pi epsilon0)", K, "eV nm", 4)
show("Same coefficient", 10 * K, "eV angstrom", 3)
show("Gas ionization potential (rough input)", ip_gas, digits=1)
show("Gas electron affinity (rough input)", ea_gas, digits=1)
show("Fast relative permittivity (rough input)", eps_fast, "", 1)
show("Centre distance (rough input)", spacing, "nm", 2)
show("Cavity radius, half the centre distance", R, "nm", 2)
show("Stabilization of each ion, Born formula", P)
show("Stabilization of each ion, Poisson solver",
     solved_stabilization(eps_fast, R))
show("Ionization potential in medium", ip_gas - P)
show("Electron affinity in medium", ea_gas + P)
show("Gas transport gap", gap_gas)
show("Lowering of transport gap", shift)
show("Transport gap in medium", gap_medium)
show("Transport gap from solved ion energies", gap_solved)
show("Gap lowering at permittivity 2", K * 0.5 / R)
show("Gap lowering, infinite permittivity", K / R)
show("Ion stabilization if medium ends at 2R",
     born_energy(eps_fast, R, 2 * R))
show("Equal-volume cavity radius", R_volume, "nm")
show("Gap lowering with equal-volume radius", shift_volume)
show("Larger anion cavity radius", R_large, "nm", 2)
show("Gap lowering with larger anion cavity", shift_unequal)
print("Molecules around the ion, smallest and largest cluster:",
      clusters[0][2], clusters[-1][2])
for eps, slope in zip(eps_tests, slopes):
    show(f"Cluster slope / Born slope, permittivity {eps:.0f}",
         slope / (0.5 * (1 - 1 / eps)), "")
show("Gap lowering, polarizable-point lattice", lattice_shift)
show("Spread of that lowering over clusters", lattice_spread, digits=4)
show("Born radius that reproduces the lattice", lattice_radius, "nm")
show("Lattice minus continuum gap lowering", lattice_shift - shift)
show("Width of each band (rough input)", band_width, digits=1)
show("Further gap lowering by the two bands", band_width)
show("Static relative permittivity (rough input)", eps_static, "", 1)
show("Further gap lowering by slow response", shift_static - shift)
show("Depth of ion below surface", depth, "nm", 2)
show("Gap increase near surface, both ions", 2 * image)
show("Temperature", temperature, "K", 0)
show("Thermal energy", thermal, digits=4)
show("Pair attraction at the centre distance", pair_neighbour)
show("Distance where pair attraction equals thermal energy",
     pair_thermal_distance, "nm", 1)
print("tests ok")
```

Running it gives:

```
Coefficient e^2/(4 pi epsilon0): 1.4400 eV nm
Same coefficient: 14.400 eV angstrom
Gas ionization potential (rough input): 7.6 eV
Gas electron affinity (rough input): 2.7 eV
Fast relative permittivity (rough input): 4.0
Centre distance (rough input): 1.00 nm
Cavity radius, half the centre distance: 0.50 nm
Stabilization of each ion, Born formula: 1.080 eV
Stabilization of each ion, Poisson solver: 1.080 eV
Ionization potential in medium: 6.520 eV
Electron affinity in medium: 3.780 eV
Gas transport gap: 4.900 eV
Lowering of transport gap: 2.160 eV
Transport gap in medium: 2.740 eV
Transport gap from solved ion energies: 2.740 eV
Gap lowering at permittivity 2: 1.440 eV
Gap lowering, infinite permittivity: 2.880 eV
Ion stabilization if medium ends at 2R: 0.540 eV
Equal-volume cavity radius: 0.553 nm
Gap lowering with equal-volume radius: 1.954 eV
Larger anion cavity radius: 0.55 nm
Gap lowering with larger anion cavity: 2.062 eV
Molecules around the ion, smallest and largest cluster: 176 958
Cluster slope / Born slope, permittivity 2: 0.975
Cluster slope / Born slope, permittivity 4: 0.957
Gap lowering, polarizable-point lattice: 1.640 eV
Spread of that lowering over clusters: 0.0066 eV
Born radius that reproduces the lattice: 0.658 nm
Lattice minus continuum gap lowering: -0.519 eV
Width of each band (rough input): 0.5 eV
Further gap lowering by the two bands: 0.500 eV
Static relative permittivity (rough input): 4.4
Further gap lowering by slow response: 0.065 eV
Depth of ion below surface: 0.50 nm
Gap increase near surface, both ions: 0.216 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Pair attraction at the centre distance: 0.360 eV
Distance where pair attraction equals thermal energy: 13.9 nm
tests ok
```
